# Why U H U† Does Not Generate the Motion in Time-Dependent Foldy-Wouthuysen Transformations: a program that tests the result

```python
"""
Result under test: if psi obeys i dpsi/dt = H psi and psi' = U(t) psi, then
    i dpsi'/dt = (U H U^dagger + K) psi',   K = -i U dU^dagger/dt.
The mean values of U H U^dagger and of H' = U H U^dagger + K differ by <K>.
Units: hbar = m = c = 1 (energies in mc^2, momenta in mc, times in hbar/mc^2).
Dirac Hamiltonian in a uniform field: H = alpha.pi(t) + beta, where pi is the
kinetic momentum and dpi/dt the force. E = sqrt(1 + pi^2).
U is the exact Foldy-Wouthuysen matrix at the instantaneous pi.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import expm, expm_frechet

pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
one2 = np.eye(2)
identity = np.eye(4)
beta = np.kron(pauli[2], one2)
alpha = [np.kron(pauli[0], s) for s in pauli]
Sigma = [np.kron(one2, s) for s in pauli]
beta_alpha = [beta @ a for a in alpha]


def along(vector, matrices):
    return (vector[0] * matrices[0] + vector[1] * matrices[1]
            + vector[2] * matrices[2])


def dirac(pi):
    return along(pi, alpha) + beta


def fw_matrix(pi):
    E = np.sqrt(1 + pi[0]**2 + pi[1]**2 + pi[2]**2)
    return ((E + 1) * identity + along(pi, beta_alpha)) / np.sqrt(2*E*(E + 1))


def extra_formula(pi, force):
    """Closed form of K for nonzero pi."""
    size = np.sqrt(pi @ pi)
    E = np.sqrt(1 + size**2)
    n = pi / size
    size_dot = n @ force
    n_dot = (force - n * size_dot) / size
    theta_dot = size_dot / E**2
    odd = 0.5j * along(theta_dot * n + (size / E) * n_dot, beta_alpha)
    cross = (pi[1]*force[2] - pi[2]*force[1],
             pi[2]*force[0] - pi[0]*force[2],
             pi[0]*force[1] - pi[1]*force[0])
    return odd + along(cross, Sigma) / (2 * E * (E + 1))


def extra_numeric(pi_function, t, h=1e-3):
    """K from its definition, by a central difference in time."""
    dU_dagger = (fw_matrix(pi_function(t + h))
                 - fw_matrix(pi_function(t - h))).conj().T / (2 * h)
    return -1j * fw_matrix(pi_function(t)) @ dU_dagger


def mean(operator, state):
    return np.vdot(state, operator @ state).real


def propagate(rhs, start, times):
    answer = solve_ivp(rhs, (times[0], times[-1]), start.astype(complex),
                       method="DOP853", t_eval=times, rtol=1e-10, atol=1e-12)
    assert answer.success
    return answer.y.T


# ---- Elliptical pulse with nonzero canonical momentum --------------------
duration, pulse_w, pulse_size = 60.0, 0.3, 0.8
p_canonical = np.array([0.2, -0.1, 0.3])


def pulse_pi(t):
    envelope = pulse_size * np.sin(np.pi * t / duration)**2
    return p_canonical + envelope * np.array(
        [np.cos(pulse_w * t), 0.6 * np.sin(pulse_w * t), 0.0])


def pulse_force(t):
    envelope = pulse_size * np.sin(np.pi * t / duration)**2
    slope = pulse_size * np.pi / duration * np.sin(2 * np.pi * t / duration)
    co, si = np.cos(pulse_w * t), np.sin(pulse_w * t)
    return np.array([slope * co - envelope * pulse_w * si,
                     0.6 * (slope * si + envelope * pulse_w * co), 0.0])


# Block-diagonal form, closed form of K and its Hermiticity.
for t in (7.0, 24.0, 41.0):
    pi = pulse_pi(t)
    U = fw_matrix(pi)
    assert np.allclose(U @ U.conj().T, identity, atol=1e-13)
    assert np.allclose(U @ dirac(pi) @ U.conj().T,
                       np.sqrt(1 + pi @ pi) * beta, atol=1e-13)
    K_numeric = extra_numeric(pulse_pi, t)
    assert np.allclose(K_numeric, K_numeric.conj().T, atol=1e-9)
    assert np.allclose(K_numeric, extra_formula(pi, pulse_force(t)), atol=1e-7)

# Length gauge: potential energy -force.r with r = i grad_p, constant U(p).
test_force = np.array([0.3, -0.5, 0.2])
test_p = np.array([0.4, 0.7, -0.2])


def packet(p):
    return np.exp(-p @ p / 2) * np.array([1 + p[0], 1j * p[1], p[2]**2, 0.5])


def length_potential(function, p, h=1e-4):
    return -1j * (function(p + h * test_force)
                  - function(p - h * test_force)) / (2 * h)


transformed = fw_matrix(test_p) @ length_potential(
    lambda p: fw_matrix(p).conj().T @ packet(p), test_p)
shift = transformed - length_potential(packet, test_p)
assert np.allclose(shift, extra_formula(test_p, test_force) @ packet(test_p),
                   atol=1e-7)

# Dynamics: the original equation is compared with both candidate generators.
pulse_times = np.linspace(0, duration, 601)
spin_x = np.array([1, 1, 0, 0], complex) / np.sqrt(2)


def dirac_with_work(t, y):
    psi = y[:4]
    power = np.vdot(psi, along(pulse_force(t), alpha) @ psi)
    return np.append(-1j * (dirac(pulse_pi(t)) @ psi), power)


def generator_pulse(t, with_extra):
    pi = pulse_pi(t)
    U = fw_matrix(pi)
    G = U @ dirac(pi) @ U.conj().T
    return G + extra_formula(pi, pulse_force(t)) if with_extra else G


start = np.append(fw_matrix(pulse_pi(0)).conj().T @ spin_x, 0)
original = propagate(dirac_with_work, start, pulse_times)
with_K = propagate(lambda t, y: -1j * (generator_pulse(t, True) @ y),
                   spin_x, pulse_times)
without_K = propagate(lambda t, y: -1j * (generator_pulse(t, False) @ y),
                      spin_x, pulse_times)
target = fw_matrix(pulse_pi(duration)) @ original[-1, :4]
fidelity_with = abs(np.vdot(target, with_K[-1]))**2
fidelity_without = abs(np.vdot(target, without_K[-1]))**2
assert np.linalg.norm(target - with_K[-1]) < 1e-6
assert fidelity_without < 0.95

energy, generator_mean = [], []
for t, y in zip(pulse_times, original):
    chi = fw_matrix(pulse_pi(t)) @ y[:4]
    energy.append(mean(generator_pulse(t, False), chi))
    generator_mean.append(mean(generator_pulse(t, True), chi))
energy, generator_mean = np.array(energy), np.array(generator_mean)
work = original[:, 4].real
error_energy = np.max(abs(energy - energy[0] - work))
error_generator = np.max(abs(generator_mean - generator_mean[0] - work))
assert error_energy < 1e-6
assert error_generator > 3e-3
assert abs(energy[-1] - generator_mean[-1]) < 1e-8  # field is off again

# ---- Expansion in 1/m for arbitrary even V and odd O ---------------------
rng = np.random.default_rng(4)


def random_hermitian():
    M = rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4))
    return (M + M.conj().T) / 4


def even(M):
    return (M + beta @ M @ beta) / 2


def commutator(A, B):
    return A @ B - B @ A


V_random = even(random_hermitian())
O_random, O_dot = [M - even(M) for M in
                   (random_hermitian(), random_hermitian())]


def expansion_residual(mass):
    exponent = beta @ O_random / (2 * mass)
    U = expm(exponent)
    U_dagger, dU_dagger = expm_frechet(-exponent, -beta @ O_dot / (2 * mass))
    H = beta * mass + V_random + O_random
    full = U @ H @ U_dagger - 1j * U @ dU_dagger
    series = (beta * mass + V_random + beta @ O_random @ O_random / (2 * mass)
              - commutator(O_random, commutator(O_random, V_random)
                           + 1j * O_dot) / (8 * mass**2))
    return np.linalg.norm(even(full) - series)


expansion_ratio = expansion_residual(40.0) / expansion_residual(80.0)
assert 7 < expansion_ratio < 9   # remainder is of third order in 1/m

# The same term in fields, acting on a two-component polynomial function.
x, y, z, time = sp.symbols("x y z t", real=True)
position = (x, y, z)
qA = (time * y * z, time**2 * x * z, time * x * y**2)
V_field = time * x**2 * y + z**3
spin = [sp.Matrix([[0, 1], [1, 0]]), sp.Matrix([[0, -sp.I], [sp.I, 0]]),
        sp.Matrix([[1, 0], [0, -1]])]
trial = sp.Matrix([x + y * z, sp.I * z * x**2])
force_field = [-sp.diff(V_field, position[i]) - sp.diff(qA[i], time)
               for i in range(3)]


def kinetic(i, f):
    return -sp.I * f.diff(position[i]) - qA[i] * f


def spin_kinetic(f):
    return sum((spin[i] * kinetic(i, f) for i in range(3)), sp.zeros(2, 1))


def inner(f):
    induced = sum((-sp.diff(qA[i], time) * spin[i] * f for i in range(3)),
                  sp.zeros(2, 1))
    return spin_kinetic(V_field * f) - V_field * spin_kinetic(f) + sp.I*induced


left = -(spin_kinetic(inner(trial)) - inner(spin_kinetic(trial))) / 8
right = -sum(sp.diff(force_field[i], position[i]) for i in range(3)) * trial
for i in range(3):
    for j in range(3):
        for k in range(3):
            sign = sp.LeviCivita(i, j, k)
            if sign != 0:
                right += sign * spin[i] * (kinetic(j, force_field[k] * trial)
                                           - force_field[j] * kinetic(k, trial))
assert (left - right / 8).expand() == sp.zeros(2, 1)

# ---- Worked example: rotating field, canonical momentum zero -------------
P, w = 0.75, 0.01


def circle_pi(t):
    return np.array([P * np.cos(w * t), P * np.sin(w * t), 0.0])


E = np.sqrt(1 + P**2)
rate_formula = w * (1 - 1 / E)
rate_expansion = w * P**2 / 2


def exact_rate(frequency):
    levels = np.linalg.eigvalsh(dirac(np.array([P, 0, 0]))
                                - frequency * Sigma[2] / 2)
    formula = [np.sqrt(P**2 + (1 - s * frequency / 2)**2) for s in (1, -1)]
    assert np.allclose(levels[2:], formula, atol=1e-13)
    return frequency + levels[2] - levels[3], levels[2:]


rate_exact, quasi = exact_rate(w)
deviation = rate_exact - rate_formula
deviation_half = exact_rate(w / 2)[0] - w / 2 * (1 - 1 / E)
assert 7.5 < deviation / deviation_half < 8.5  # third order in w

U0 = fw_matrix(circle_pi(0))
UHU = U0 @ dirac(circle_pi(0)) @ U0.conj().T
K0 = extra_numeric(circle_pi, 0.0)
up, down = identity[0], identity[1]
means = {}
for name, state, expected in (("up", up, rate_formula / 2),
                              ("down", down, -rate_formula / 2),
                              ("in-plane", spin_x, 0.0)):
    means[name] = (mean(UHU, state), mean(UHU + K0, state))
    assert abs(means[name][1] - means[name][0] - expected) < 1e-8

half_turn = np.pi / rate_formula
times = np.linspace(0, half_turn, 4001)
solution = propagate(lambda t, v: -1j * (dirac(circle_pi(t)) @ v),
                     U0.conj().T @ spin_x, times)
chi = np.array([fw_matrix(circle_pi(t)) @ v for t, v in zip(times, solution)])
sx = np.array([mean(Sigma[0], v) for v in chi])
sy = np.array([mean(Sigma[1], v) for v in chi])
angle = np.unwrap(np.arctan2(sy, sx))[-1]
assert abs(angle - rate_exact * half_turn) < 1e-4
lower_max = np.max(np.sum(abs(chi[:, 2:])**2, axis=1))
coupling = w * (P / E) / 2
lower_estimate = (coupling / E)**2
assert abs(lower_max / lower_estimate - 1) < 0.03


def wrong_rhs(t, v):
    pi = circle_pi(t)
    U = fw_matrix(pi)
    return -1j * (U @ (dirac(pi) @ (U.conj().T @ v)))


wrong = propagate(wrong_rhs, spin_x, np.array([0.0, half_turn]))[-1]
wrong_sx = mean(Sigma[0], wrong)
assert sx[-1] < -0.999 and wrong_sx > 0.999

mc2_keV = const.m_e * const.c**2 / const.e / 1e3
time_unit = const.hbar / (const.m_e * const.c**2)

print("ROTATING FIELD")
print(f"kinetic momentum P = {P:.2f} mc")
print(f"field quantum hbar w = {w:.3f} mc^2")
print(f"force P w = {P*w:.4f} m^2c^3/hbar")
print(f"energy E = {E:.4f} mc^2")
for name, (mean_uhu, mean_full) in means.items():
    print(f"spin {name}: <U H U^dagger> = {mean_uhu:.6f} mc^2")
    print(f"spin {name}: <H'> = {mean_full:.6f} mc^2")
print(f"<K>, spin up = {means['up'][1]-means['up'][0]:.6f} mc^2")
print(f"<K>, spin up = {(means['up'][1]-means['up'][0])*mc2_keV:.4f} keV")
print(f"quasienergy eps+ = {quasi[0]:.8f} mc^2")
print(f"quasienergy eps- = {quasi[1]:.8f} mc^2")
print(f"hbar Omega, exact = {rate_exact:.9f} mc^2")
print(f"hbar Omega, w(1-1/E) = {rate_formula:.9f} mc^2")
print(f"hbar Omega, 1/m^2 expansion = {rate_expansion:.7f} mc^2")
print(f"hbar Omega, exact = {rate_exact*mc2_keV:.4f} keV")
print(f"half-turn time = {half_turn:.2f} hbar/mc^2")
print(f"half-turn time = {half_turn*time_unit:.4e} s")
print(f"field periods in half turn = {half_turn*w/(2*np.pi):.3f}")
print(f"propagated spin angle = {np.degrees(angle):.4f} degrees")
print(f"final <Sigma_x>, Dirac solution = {sx[-1]:.6f}")
print(f"final <Sigma_x>, U H U^dagger only = {wrong_sx:.6f}")
print(f"odd coupling = {coupling:.5f} mc^2")
print(f"largest lower population = {lower_max:.3e}")
print(f"estimated lower population = {lower_estimate:.3e}")
print("ELLIPTICAL PULSE")
print(f"duration = {duration:.1f} hbar/mc^2")
print(f"hbar w = {pulse_w:.2f} mc^2")
print(f"peak qA scale = {pulse_size:.2f} mc")
print(f"fidelity with K = {fidelity_with:.8f}")
print(f"fidelity without K = {fidelity_without:.6f}")
print(f"largest |change <UHU^dagger> - work| = {error_energy:.1e} mc^2")
print(f"largest |change <H'> - work| = {error_generator:.5f} mc^2")
print("EXPANSION")
print(f"remainder ratio on doubling m = {expansion_ratio:.3f}")
print("verified")
```

Output:

```
ROTATING FIELD
kinetic momentum P = 0.75 mc
field quantum hbar w = 0.010 mc^2
force P w = 0.0075 m^2c^3/hbar
energy E = 1.2500 mc^2
spin up: <U H U^dagger> = 1.250000 mc^2
spin up: <H'> = 1.251000 mc^2
spin down: <U H U^dagger> = 1.250000 mc^2
spin down: <H'> = 1.249000 mc^2
spin in-plane: <U H U^dagger> = 1.250000 mc^2
spin in-plane: <H'> = 1.250000 mc^2
<K>, spin up = 0.001000 mc^2
<K>, spin up = 0.5110 keV
quasienergy eps+ = 1.24600361 mc^2
quasienergy eps- = 1.25400359 mc^2
hbar Omega, exact = 0.002000023 mc^2
hbar Omega, w(1-1/E) = 0.002000000 mc^2
hbar Omega, 1/m^2 expansion = 0.0028125 mc^2
hbar Omega, exact = 1.0220 keV
half-turn time = 1570.80 hbar/mc^2
half-turn time = 2.0233e-18 s
field periods in half turn = 2.500
propagated spin angle = 180.0021 degrees
final <Sigma_x>, Dirac solution = -1.000000
final <Sigma_x>, U H U^dagger only = 1.000000
odd coupling = 0.00300 mc^2
largest lower population = 5.760e-06
estimated lower population = 5.760e-06
ELLIPTICAL PULSE
duration = 60.0 hbar/mc^2
hbar w = 0.30 mc^2
peak qA scale = 0.80 mc
fidelity with K = 1.00000000
fidelity without K = 0.784947
largest |change <UHU^dagger> - work| = 4.0e-10 mc^2
largest |change <H'> - work| = 0.01913 mc^2
EXPANSION
remainder ratio on doubling m = 7.960
verified
```
